# Why Oxygen Actinometry Has a Finite Floor in Weakly Dissociated Plasmas

**Q:** I add a little argon to an oxygen plasma and divide the O 844.6 nm emission by the Ar 750.4 nm emission. The oxygen line comes from an oxygen atom. If the atomic density goes to zero, the ratio must go to zero with it. What could be wrong with that?

**A:** The emitter must be an atom when the photon leaves. It need not have been a free atom before the electron struck. Two kinds of electron collision can fill the upper state O*:

$$e+\mathrm O\to \mathrm O^*+e,\qquad e+\mathrm O_2\to \mathrm O+\mathrm O^*+e.$$

The first is direct excitation. The second, dissociative excitation, breaks the molecule and leaves one fragment excited. Your argument counts only the first.

**Q:** The second also makes atoms, so the atomic density cannot be zero while it runs.

**A:** In a steady plasma it is not strictly zero. But if few electrons dissociate the gas and the walls recombine atoms quickly, the atomic density is very small beside that of O₂. It tends to zero, relative to O₂, as the electron density is lowered. The question is what the line ratio does in that limit.

**Q:** Then derive the ratio, with the electron density included. I suspect it matters.

**A:** Take a uniform, optically thin plasma, with excitation from ground states. Let $n_e,n_{\mathrm O},n_{\mathrm{O_2}},n_{\mathrm{Ar}}$ be number densities, and let $k_d,k_{de},k_{\mathrm{Ar}}$ be the rate coefficients for direct, dissociative and argon excitation into the upper states. O* emits the line at rate $A_{\mathrm O}$ and is lost at total rate $L_{\mathrm O}$, which includes quenching by O₂. Its density $n_*$ obeys

$$\frac{dn_*}{dt}=n_e(k_dn_{\mathrm O}+k_{de}n_{\mathrm{O_2}})-L_{\mathrm O}n_* .$$

The upper state lives for tens of nanoseconds, much less than the time over which the gas composition changes. We may therefore set the derivative to zero and solve for $n_*$. The photon rate per volume is

$$I_{\mathrm O}=A_{\mathrm O}n_*=\eta_{\mathrm O}n_e(k_dn_{\mathrm O}+k_{de}n_{\mathrm{O_2}}),\qquad \eta_{\mathrm O}=\frac{A_{\mathrm O}}{L_{\mathrm O}}.$$

The same balance for argon gives $I_{\mathrm{Ar}}=\eta_{\mathrm{Ar}}n_ek_{\mathrm{Ar}}n_{\mathrm{Ar}}$. After correction for detector response, the photon ratio is

$$R=\frac{I_{\mathrm O}}{I_{\mathrm{Ar}}}=\frac{\eta_{\mathrm O}}{\eta_{\mathrm{Ar}}}\,
\frac{k_dn_{\mathrm O}+k_{de}n_{\mathrm{O_2}}}{k_{\mathrm{Ar}}n_{\mathrm{Ar}}}.$$

The electron density cancels because all three collisions use the same electrons. It can still change $R$ indirectly, by changing the gas composition.

**Q:** So what is left when the atoms go?

**A:** It helps to use the fraction $D$ of oxygen nuclei that are free atoms. Let $f$ be half the number of oxygen nuclei per argon atom, in other words the O₂-to-argon ratio before dissociation. Each dissociated molecule gives two atoms, so

$$\frac{n_{\mathrm O}}{n_{\mathrm{Ar}}}=2Df,\qquad \frac{n_{\mathrm{O_2}}}{n_{\mathrm{Ar}}}=(1-D)f.$$

The tiny density of O* is neglected in this count. Substitution gives

$$R=f\,\frac{\eta_{\mathrm O}}{\eta_{\mathrm{Ar}}}\,
\frac{2Dk_d+(1-D)k_{de}}{k_{\mathrm{Ar}}}.$$

At fixed $f$, let $D\to0$:

$$R_0=f\,\frac{\eta_{\mathrm O}}{\eta_{\mathrm{Ar}}}\,\frac{k_{de}}{k_{\mathrm{Ar}}}.$$

This floor is positive if some electrons can drive dissociative excitation. There is a different limit in which your belief is right: remove all the oxygen, molecules included. Then $f\to0$ and $R\to0$.

**Q:** Dissociative excitation must cost much more energy. Perhaps the floor is finite only on paper.

**A:** The cost is what sets its size. Let $E_d$ and $E_{de}$ be the direct and dissociative thresholds. Starting from ground-state O₂, the electron must supply the bond energy $E_b$, the excitation energy $E_d$ and any kinetic energy of the fragments. Hence $E_{de}\ge E_d+E_b$.

For an estimate, take a Maxwellian electron distribution and a model cross section $\sigma(E)=s(1-E_{th}/E)$ above threshold, zero below. Here $s$ is its high-energy plateau. Let $E$ and the electron temperature $T$ be numbers in eV, so that $eE$ and $eT$ are energies in joules. The speed is $\sqrt{2eE/m_e}$, and the normalized energy distribution is

$$F(E)=\frac{2}{\sqrt\pi\,T^{3/2}}\sqrt E\,e^{-E/T}.$$

The two square roots of $E$ multiply to $E$, which cancels the denominator of $\sigma=s(E-E_{th})/E$. Therefore

$$k=\int\sigma vF\,dE
=\frac{2s}{\sqrt\pi\,T^{3/2}}\sqrt{\frac{2e}{m_e}}
\int_{E_{th}}^\infty(E-E_{th})e^{-E/T}dE.$$

Put $E=E_{th}+Tx$. The integral becomes $T^2e^{-E_{th}/T}\int_0^\infty xe^{-x}dx=T^2e^{-E_{th}/T}$, and

$$k=s\sqrt{\frac{8eT}{\pi m_e}}\,e^{-E_{th}/T}.$$

The square root is the mean electron speed. It cancels in the ratio that matters here:

$$\beta\equiv\frac{k_{de}}{k_d}
=\frac{s_{de}}{s_d}\,e^{-(E_{de}-E_d)/T}.$$

Cooling the electrons suppresses $\beta$ exponentially, but for a Maxwellian it is positive at any positive temperature.

**Q:** Put numbers in. I use a low-pressure inductive plasma to ash photoresist.

**A:** Take rough, round parameters for that regime: 10 mTorr, gas at 500 K, 5 % argon, $T=3$ eV and $n_e=10^{10}$ cm⁻³. The feed gives $f=95/5=19$, which I assume is also the local value. The model inputs for the cross sections are:

| Process | Plateau (cm²) | Threshold (eV) |
|---|---:|---:|
| Direct excitation of O | $1\times10^{-17}$ | 11.0 |
| Dissociative excitation of O₂ | $3\times10^{-18}$ | 16.1 |
| Excitation of Ar | $1\times10^{-17}$ | 13.5 |

The second threshold is the first plus a 5.1 eV bond energy, with no fragment kinetic energy. The rate formula gives $k_d=2.96\times10^{-11}$, $k_{de}=1.62\times10^{-12}$ and $k_{\mathrm{Ar}}=1.29\times10^{-11}$ cm³/s. Thus

$$\beta=0.3\,e^{-5.1/3}=0.0548.$$

For quenching, the ideal-gas law gives an O₂ density of $1.83\times10^{14}$ cm⁻³. Multiplying by an assumed coefficient of $10^{-9}$ cm³/s gives $1.83\times10^5$ s⁻¹, small beside the assumed $A_{\mathrm O}=3\times10^7$ s⁻¹. Hence $\eta_{\mathrm O}=0.994$. For argon, half that quenching coefficient and a radiative rate of $4\times10^7$ s⁻¹ give $\eta_{\mathrm{Ar}}=0.998$. The floor is

$$R_0=19\times\frac{0.994}{0.998}\times
\frac{1.62\times10^{-12}}{1.29\times10^{-11}}\approx2.39.$$

With no free atoms, this model still emits more than two oxygen photons for each argon photon.

**Q:** That sounds enormous, yet $\beta$ is only five per cent.

**A:** They answer different questions. $R_0$ is large because there are 19 oxygen molecules per argon atom. More argon would lower it. The parameter $\beta$ compares one O₂ molecule with one O atom as a source of the oxygen line. The error in the inferred density depends on $\beta n_{\mathrm{O_2}}/n_{\mathrm O}$, which does not contain the argon density. At fixed temperature and dissociation, adding argon does not remove the error.

**Q:** What density would I report if I ignored the molecules?

**A:** You would set $k_{de}=0$ in the ratio and solve for an apparent fraction:

$$D_{app}=\frac{R}{2f}\frac{\eta_{\mathrm{Ar}}}{\eta_{\mathrm O}}
\frac{k_{\mathrm{Ar}}}{k_d}.$$

Now insert the full $R$. The factors $f$, $\eta$ and $k_{\mathrm{Ar}}$ cancel:

$$D_{app}=\frac{2Dk_d+(1-D)k_{de}}{2k_d}
=D+\frac{\beta}{2}(1-D).$$

The bias relative to the true value is

$$\frac{D_{app}-D}{D}=\frac{\beta(1-D)}{2D}.$$

It grows as $1/D$ when dissociation is weak, and vanishes when all the oxygen is atomic.

For a definite case we need the true $D$. Let the dissociation coefficient be $1.57\times10^{-9}$ cm³/s, from the same rate formula with a plateau of $10^{-16}$ cm² and a threshold of 6 eV. Let atoms recombine at the wall with frequency $\nu_w=1500$ s⁻¹. Balancing the nuclei that leave molecules against those that return gives

$$n_e(k_{diss}+k_{de})(1-D)=\nu_wD.$$

The left-hand frequency is about 15.7 s⁻¹, since $k_{de}$ adds little. Thus

$$D=\frac{15.7}{15.7+1500}\approx0.0104.$$

The apparent value is

$$D_{app}=0.0104+\frac{0.0548}{2}(1-0.0104)\approx0.0375.$$

You would report 3.7 % dissociation when the true value is 1.0 %, too high by a factor of 3.6. In densities, $1.4\times10^{13}$ cm⁻³ would be reported in place of $3.8\times10^{12}$ cm⁻³.

**Q:** But the ratio would still rise as atoms form. Wouldn't I notice?

**A:** It rises, but little. Divide the full ratio by its floor:

$$\frac{R}{R_0}=\frac{2D}{\beta}+1-D
=1+\left(\frac2\beta-1\right)D.$$

At $D=0.0104$ this is 1.37. The atomic density has gone from zero to its steady value while the line ratio has risen by 37 %, to 3.26. Of the oxygen light at that point, 72 % still comes from dissociative excitation. A steady ratio above zero therefore cannot, by itself, tell you that atoms made it.

**Q:** When may I use the simple inversion, then?

**A:** Choose an acceptable relative bias $\epsilon$. Setting $\beta(1-D)/(2D)=\epsilon$ and multiplying by $2D$ gives $\beta-\beta D=2\epsilon D$, so

$$D_\epsilon=\frac{\beta}{\beta+2\epsilon}.$$

The bias is smaller than $\epsilon$ above this fraction. For $\epsilon=1$, $D_\epsilon=2.7$ %. There the apparent density is twice the true one, and the two channels emit equally: the condition is also $2Dk_d=(1-D)k_{de}$. To bring the bias down to 10 %, you need $D=22$ %.

Changing the wall frequency in the model, with temperature and rate coefficients held fixed, gives this scan:

| True $D$ (%) | Apparent $D$ (%) | Apparent/true |
|---:|---:|---:|
| 0.1 | 2.8 | 28 |
| 1.0 | 3.7 | 3.7 |
| 10 | 12.5 | 1.25 |
| 50 | 51.4 | 1.03 |

The first two rows differ tenfold in true density, but their apparent values differ by less than a third. The method works much better in the last row, where direct excitation dominates. The scan shows how the formula behaves, not what walls alone can do. Its first row needs a wall frequency of $1.6\times10^4$ s⁻¹, faster than atoms can reach the walls of a chamber tens of centimetres across at this pressure. There, so low a $D$ would need fewer electrons as well.

**Q:** Since I know the formula, I can subtract the molecular part.

**A:** You can, if $\beta$ is known well enough. Collect the terms in $D$:

$$D_{app}-\frac\beta2=D\left(1-\frac\beta2\right),
\qquad
D=\frac{D_{app}-\beta/2}{1-\beta/2}
=\frac{2D_{app}-\beta}{2-\beta}.$$

This requires $\beta<2$ if the signal is to rise with $D$, as it does here. The difficulty is the small difference in the numerator. Differentiate at fixed $D_{app}$:

$$\frac{\partial D}{\partial\beta}
=\frac{-(2-\beta)+(2D_{app}-\beta)}{(2-\beta)^2}
=-\frac{2(1-D_{app})}{(2-\beta)^2}.$$

From the expression for $D_{app}$, $1-D_{app}=(1-D)(1-\beta/2)=(1-D)(2-\beta)/2$. Hence

$$\frac{\partial D}{\partial\beta}=-\frac{1-D}{2-\beta}.$$

A 30 % error in $\beta$ is $0.3\times0.0548=0.0164$. To first order it changes the inferred $D$ by $0.0164\times0.990/1.945=0.0084$. That is 0.84 percentage points, or 81 % of the true $D$. An overestimated $\beta$ makes the corrected density too low.

**Q:** And if my electron temperature is wrong?

**A:** In this model

$$\frac{d\ln\beta}{d\ln T}=\frac{E_{de}-E_d}{T}=1.7$$

at 3 eV. The molecular offset $\beta/2$, which is the apparent fraction at $D=0$, is 1.2 % at 2 eV and 4.2 % at 4 eV.

The temperature enters the argon comparison too. Suppose the plasma is at 3.0 eV but you use 3.3 eV throughout. Then $k_{\mathrm{Ar}}/k_d$ rises by 7.9 %, which raises $D_{app}$ from 3.75 to 4.04 %. The subtracted $\beta/2$ rises by 17 %, from 2.74 to 3.20 %. The two errors partly cancel, and the corrected $D$ is 0.87 %, about 16 % below the true value.

**Q:** Could I see the floor without trusting these cross sections?

**A:** In principle, look just after switch-on in undissociated gas. The upper states settle with time constants of 33 ns for oxygen and 25 ns for argon, while atoms accumulate much more slowly. At the source frequency of 15.7 s⁻¹, only about $1.6\times10^{-5}$ of the nuclei are free atoms after 1 µs.

I integrated the rate equations for O₂, O, O*, Ar and Ar* numerically, with an implicit Runge–Kutta method, starting from undissociated gas. At 1 µs the ratio is 2.388, against a floor of 2.387. With dissociative excitation switched off and all other inputs unchanged, it is 0.0013. That comparison identifies the cause within the model.

The calculation switches the electrons on instantly at fixed density and temperature. A real ignition does neither. The early ratio is a useful calibration of the steady plasma if the electron energy distribution is the same at both times, if atoms from an earlier pulse have gone, and if metastables that build up later matter little. The argon metastable population assumed in the estimates below would, by itself, make the inferred $D$ about 16 % too low.

**Q:** How far should I trust the 3.6-fold error for my own reactor?

**A:** Treat it as one case. The pressure and electron temperature are ordinary for low-pressure inductive oxygen plasmas. The electron density is at the low end, and the wall frequency represents strongly recombining surfaces. I chose both to give weak dissociation; a source built to supply atoms may run at much larger $D$, where the bias is smaller. The dissociation coefficient is also on the low side. Commonly used fits for O₂, including the channel that leaves O(¹D), add up to roughly $6\times10^{-9}$ cm³/s at 3 eV. With that value the model gives $D\approx3.7$ % and an overestimate by a factor of 1.7. The Maxwellian tail is another assumption that matters, because inelastic collisions can deplete the fast electrons. For comparison, take a Druyvesteyn distribution, proportional to $\sqrt E\exp[-(E/w)^2]$, with $w$ chosen to keep the mean energy at 4.5 eV. Numerical integration gives $\beta=0.0039$, 14 times smaller. With the true $D$ held at 1.04 %, and $k_{\mathrm{Ar}}/k_d$ taken from the same distribution, the apparent value is 1.23 %. The overestimate is then about 19 %, not a factor of 3.6. If the wall frequency is held fixed instead, the depleted tail also lowers the dissociation, to $D=0.74$ %, and the overestimate is about 26 %.

**Q:** So the floor could be nearly negligible after all?

**A:** Its size could be, at a given dissociation. Its existence does not depend on the Maxwellian: it needs O₂ and electrons above the dissociative threshold. Even with the Druyvesteyn tail, the bias would grow again at smaller $D$.

Three other effects are smaller for these inputs:

- If the fragments carry away 1 eV, the threshold rises and the floor is multiplied by 0.72.
- If 10 % of the O₂ is in a metastable state 1 eV above the ground state, with the same plateau, the floor is multiplied by 1.04.
- If a fraction $10^{-4}$ of the argon is metastable at 11.5 eV, with a plateau of $10^{-16}$ cm² for excitation to the upper level, argon emission rises by 4.6 % and the line ratio falls by slightly less.

These are estimates from assumed populations and cross sections, not limits on what a reactor can do. The shape of the cross section near threshold matters more. If the dissociative one rises as $(1-E_{th}/E)^2$, with the same plateau and threshold, the floor is multiplied by 0.25, and at the same $D$ the overestimate falls from a factor of 3.6 to 1.65. The direct cross section enters $\beta$ in the same way. If it also rises steeply to a peak of $10^{-17}$ cm², in proportion to $\ln x/x$ with $x=E/E_{th}$, then $\beta$ drops to 0.0061 and the factor to 1.3. Use measured cross sections for real work.

The model also describes a plasma of oxygen and argon only. Ashing photoresist adds CO, CO₂ and water vapour, which can emit the same oxygen line by dissociative excitation. With resist in the chamber, their contribution must be added to the floor. Even without resist, neutralization of O⁺ by O⁻ releases enough energy to form O* and could add some light; the model leaves it out.

**Q:** Then what should I say when I measure a small but finite ratio?

**A:** Say that it fixes the sum $k_dn_{\mathrm O}+k_{de}n_{\mathrm{O_2}}$ relative to argon excitation. To turn that into an atomic density, compare $R$ with $R_0$ for your own gas mixture and electron distribution. If $R$ is well above the floor, the atoms dominate the signal. If the difference is no larger than the uncertainty in $R_0$, you have an upper bound on the atomic density, not a value.
